# Average Permutation Sign of Harmonically Trapped Fermions in One Dimension: a program that tests the result

```python
"""Average permutation sign of N noninteracting spinless fermions in a 1D trap.

Result under test: <sgn> = Z_F / Z_B = exp(-x N (N-1) / 2), x = beta*hbar*omega.
Z_F, Z_B: fermionic and bosonic partition functions; the average is taken over
the positive bosonic path weight, including all permutations.
z_k: trace of the one-particle density matrix at inverse temperature k*beta.
Units: energy hbar*omega, length sqrt(hbar/(m*omega)).
"""
from collections import Counter
from itertools import combinations, combinations_with_replacement, permutations
from math import exp, factorial, log, sinh, sqrt, pi

import mpmath as mp
import numpy as np

spacing = 0.05
grid = spacing * np.arange(-200, 201)


def grid_density_matrix(x, slices):
    """Product of primitive short-time kernels; includes the grid spacing."""
    tau = x / slices
    a, b = grid[:, None], grid[None, :]
    kernel = np.exp(-(a - b) ** 2 / (2 * tau) - tau * (a**2 + b**2) / 4)
    kernel *= spacing / sqrt(2 * pi * tau)
    return np.linalg.matrix_power(kernel, slices)


def cycle_lengths(perm):
    seen, lengths = set(), []
    for start in range(len(perm)):
        length, j = 0, start
        while j not in seen:
            seen.add(j)
            j = perm[j]
            length += 1
        if length:
            lengths.append(length)
    return lengths


def permutation_table(n, traces):
    """Signs and positive weights of all n! permutations; traces[k-1] = z_k."""
    signs, weights = [], []
    for perm in permutations(range(n)):
        lengths = cycle_lengths(perm)
        signs.append((-1) ** (n - len(lengths)))
        weights.append(np.prod([traces[k - 1] for k in lengths]))
    return np.array(signs), np.array(weights)


def average_sign(n, traces):
    signs, weights = permutation_table(n, traces)
    return float(signs @ weights / weights.sum())


def matrix_traces(rho, n):
    return [float(np.trace(np.linalg.matrix_power(rho, k)))
            for k in range(1, n + 1)]


def sign_formula(n, x):
    return exp(-x * n * (n - 1) / 2)


def closed_trace(k, x):
    return 1 / (2 * sinh(k * x / 2))


# Discretized path integral against the closed formula.
# Tolerances cover the time-step error, of order (1/256)**2 times the exponent.
print("Average sign: path integral on a grid | formula (dimensionless)")
for x in (0.5, 1.0, 2.0):
    rho = grid_density_matrix(x, round(256 * x))
    traces = matrix_traces(rho, 4)
    for k in range(1, 5):
        assert abs(traces[k - 1] / closed_trace(k, x) - 1) < 1e-4
    for n in (2, 3, 4):
        numeric, formula = average_sign(n, traces), sign_formula(n, x)
        assert abs(numeric / formula - 1) < 1e-4
        print(f"  x = {x:.1f}, N = {n}: {numeric:.6e} | {formula:.6e}")

# Direct sum over the three coordinates, without factorizing into cycles.
x, n = 1.0, 3
coarse = grid_density_matrix(x, 256)[::8, ::8]
size = len(coarse)
points = np.indices((size, size, size))
signed_sum = positive_sum = 0.0
for perm in permutations(range(n)):
    weight = np.ones((size, size, size))
    for i in range(n):
        weight = weight * coarse[points[i], points[perm[i]]]
    assert weight.min() >= 0
    parity = (-1) ** sum(perm[i] > perm[j] for i, j in combinations(range(n), 2))
    signed_sum += parity * weight.sum()
    positive_sum += weight.sum()
direct_sign = signed_sum / positive_sum
assert abs(direct_sign / sign_formula(n, x) - 1) < 1e-4
print(f"Direct coordinate integral, N = 3, x = 1: sign = {direct_sign:.6f}")

# Enumerated states: the fermion spectrum is the boson spectrum, shifted.
for count in (2, 3, 4):
    top, shift = 12, count * (count - 1) // 2
    bosons = Counter(sum(s) for s in
                     combinations_with_replacement(range(top + 1), count)
                     if sum(s) <= top)
    fermions = Counter(sum(s) - shift for s in
                       combinations(range(top + shift + 1), count)
                       if sum(s) - shift <= top)
    assert bosons == fermions
    if count == 3:
        print("N = 3, number of states at excitation 0..6 hbar*omega:")
        print("  bosons  ", [bosons[e] for e in range(7)])
        print("  fermions", [fermions[e] for e in range(7)])

# Worked example: permutation classes for three particles.
traces = [closed_trace(k, x) for k in (1, 2, 3)]
signs, weights = permutation_table(3, traces)
z_bose = weights.sum() / factorial(3)
z_fermi = signs @ weights / factorial(3)
level_bose = sum(exp(-x * (sum(s) + 1.5)) for s in
                 combinations_with_replacement(range(50), 3))
level_fermi = sum(exp(-x * (sum(s) + 1.5)) for s in combinations(range(50), 3))
assert abs(z_bose / level_bose - 1) < 1e-10
assert abs(z_fermi / level_fermi - 1) < 1e-10
classes = Counter()
for perm, weight in zip(permutations(range(3)), weights):
    classes[len(cycle_lengths(perm))] += weight
print("Worked example N = 3, x = 1 (all dimensionless)")
print("  z_1, z_2, z_3 =", ", ".join(f"{z:.6f}" for z in traces))
for cycles, name in ((3, "identity"), (2, "three exchanges"),
                     (1, "two three-cycles")):
    print(f"  {name}: weight {classes[cycles]:.6f},"
          f" probability {classes[cycles] / weights.sum():.6f}")
print(f"  unsigned sum = {weights.sum():.6f}, signed sum = {signs @ weights:.6f}")
print(f"  Z_B = {z_bose:.6f}, Z_F = {z_fermi:.6f}")
print(f"  Z_F/Z_B = {z_fermi / z_bose:.6f}, exp(-3) = {exp(-3):.6f}")

# Statistical error from independently sampled permutations.
rng = np.random.default_rng(7)
blocks, samples = 2000, 1000
draws = rng.choice(signs, size=(blocks, samples), p=weights / weights.sum())
s = sign_formula(3, x)
observed = draws.mean(axis=1).std(ddof=1) / s
predicted = sqrt((1 - s**2) / samples) / s
assert abs(observed / predicted - 1) < 0.08  # about five standard errors
assert abs(draws.mean() - s) < 5 / sqrt(blocks * samples)
print(f"Relative error of the sign, {samples} samples, N = 3, x = 1:")
print(f"  observed {observed:.3f}, predicted {predicted:.3f}")

# Larger N: canonical recursion in high precision, then sampling cost.
mp.mp.dps = 60


def canonical_partition(n, x, statistics):
    z = [mp.mpf(1)]
    for m in range(1, n + 1):
        z.append(sum(statistics ** (k + 1) * z[m - k] / (2 * mp.sinh(k * x / 2))
                     for k in range(1, m + 1)) / m)
    return z[n]


print("Samples for 1 percent relative error of the sign, x = 1:")
for n in (3, 5, 10):
    ratio = (canonical_partition(n, mp.mpf(1), -1)
             / canonical_partition(n, mp.mpf(1), 1))
    assert abs(ratio / mp.exp(-mp.mpf(n * (n - 1)) / 2) - 1) < mp.mpf("1e-20")
    needed = float((ratio**-2 - 1) / mp.mpf("0.01") ** 2)
    print(f"  N = {n}: sign = {float(ratio):.4e}, samples = {needed:.3e}")

# Few time slices: the sign converges with the square of the time step.
print("Primitive path integral, N = 3, x = 1: slices, sign, relative error")
errors = []
for slices in (2, 4, 8, 16):
    value = average_sign(3, matrix_traces(grid_density_matrix(1.0, slices), 3))
    errors.append(value / exp(-3) - 1)
    print(f"  {slices:2d}  {value:.6f}  {errors[-1]:.3e}")
assert all(e > 0 for e in errors)
assert all(3.5 < a / b < 4.5 for a, b in zip(errors, errors[1:]))

# Box with levels n**2 (unit: its lowest level): no temperature-free exponent.
print("Two particles in a box, energies in units of its lowest level E1:")
print("  ground-state difference = 3 E1 (levels 1+4 minus 1+1)")
box_values = []
for b in (0.1, 1.0, 3.0):
    z1 = sum(exp(-b * j**2) for j in range(1, 100))
    z2 = sum(exp(-2 * b * j**2) for j in range(1, 100))
    box_values.append(-log((z1**2 - z2) / (z1**2 + z2)) / b)
    print(f"  beta*E1 = {b:.1f}: -ln(sign)/beta = {box_values[-1]:.4f} E1")
assert abs(box_values[0] - 3) > 0.5
assert abs(box_values[-1] - 3) < 0.01

print("done: every assertion held")
```

Output:

```
Average sign: path integral on a grid | formula (dimensionless)
  x = 0.5, N = 2: 6.065309e-01 | 6.065307e-01
  x = 0.5, N = 3: 2.231304e-01 | 2.231302e-01
  x = 0.5, N = 4: 4.978716e-02 | 4.978707e-02
  x = 1.0, N = 2: 3.678797e-01 | 3.678794e-01
  x = 1.0, N = 3: 4.978716e-02 | 4.978707e-02
  x = 1.0, N = 4: 2.478762e-03 | 2.478752e-03
  x = 2.0, N = 2: 1.353355e-01 | 1.353353e-01
  x = 2.0, N = 3: 2.478762e-03 | 2.478752e-03
  x = 2.0, N = 4: 6.144259e-06 | 6.144212e-06
Direct coordinate integral, N = 3, x = 1: sign = 0.049787
N = 3, number of states at excitation 0..6 hbar*omega:
  bosons   [1, 1, 2, 3, 4, 5, 7]
  fermions [1, 1, 2, 3, 4, 5, 7]
Worked example N = 3, x = 1 (all dimensionless)
  z_1, z_2, z_3 = 0.959517, 0.425459, 0.234821
  identity: weight 0.883402, probability 0.342703
  three exchanges: weight 1.224706, probability 0.475106
  two three-cycles: weight 0.469642, probability 0.182191
  unsigned sum = 2.577751, signed sum = 0.128339
  Z_B = 0.429625, Z_F = 0.021390
  Z_F/Z_B = 0.049787, exp(-3) = 0.049787
Relative error of the sign, 1000 samples, N = 3, x = 1:
  observed 0.641, predicted 0.634
Samples for 1 percent relative error of the sign, x = 1:
  N = 3: sign = 4.9787e-02, samples = 4.024e+06
  N = 5: sign = 4.5400e-05, samples = 4.852e+12
  N = 10: sign = 2.8625e-20, samples = 1.220e+43
Primitive path integral, N = 3, x = 1: slices, sign, relative error
   2  0.051324  3.087e-02
   4  0.050175  7.788e-03
   8  0.049884  1.952e-03
  16  0.049811  4.882e-04
Two particles in a box, energies in units of its lowest level E1:
  ground-state difference = 3 E1 (levels 1+4 minus 1+1)
  beta*E1 = 0.1: -ln(sign)/beta = 5.7424 E1
  beta*E1 = 1.0: -ln(sign)/beta = 3.0442 E1
  beta*E1 = 3.0: -ln(sign)/beta = 3.0000 E1
done: every assertion held
```
